**Gilbert damping from a field-swept resonance derivative**

The program tests $\alpha=(\sqrt3/2)(\gamma/2\pi)\Delta_{pp}/f$, where $\alpha$ is the total Gilbert damping, $\Delta_{pp}$ the peak-to-peak width of the absorption derivative in $\mu_0H$, $f$ the microwave frequency and $\gamma/2\pi$ the gyromagnetic ratio in Hz/T. It obtains the linear response by differentiating the full vector equation of motion numerically about equilibrium. It asserts that this response agrees with the derived two-pole formula, and that simulated widths follow the law for several frequencies, dampings and demagnetizing fields. For 3 mT, 10 GHz and 28 GHz/T the result is $\alpha=0.0073$, and the simulation with the unrounded value returns a width of 3.0001 mT for a field in the plane or along the normal. A field 80 degrees out of the plane gives 15.85 mT, which shows that the law needs magnetization and field to be parallel. The program also sizes the effects of inhomogeneous broadening, finite modulation, dispersion admixture, a different g-factor and a reading error. Two-magnon scattering is not modelled.

## Verification by program

```python
"""Gilbert damping from a field-swept ferromagnetic resonance spectrum.

Result under test: alpha = (sqrt(3)/2) * (gamma/2pi) * width_pp / f
  alpha     Gilbert damping (total, dimensionless)
  width_pp  distance between the extrema of the absorption derivative, in T
  f         microwave frequency, gamma/2pi in Hz/T
  w         f/(gamma/2pi), the frequency expressed as a field in T
  demag     effective demagnetizing field mu0*M_eff in T
All fields are mu0*H. Static magnetization must be parallel to the field.
Axes: x = microwave field (in plane), y = in plane, z = film normal.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import voigt_profile


def extrema(x, signal):
    """Distance and midpoint of the highest and lowest points of a signal."""
    places = []
    for y in (signal, -signal):
        i = int(np.argmax(y))
        assert 1 < i < len(x) - 2, "extremum lies at the edge of the window"
        left, mid, right = y[i - 1:i + 2]
        shift = 0.5 * (left - right) / (left - 2 * mid + right)
        places.append(x[i] + shift * (x[1] - x[0]))
    return abs(places[0] - places[1]), 0.5 * (places[0] + places[1])


def llg_rate(m, drive, static, demag, alpha):
    """dm/dt divided by gamma, from the full vector equation of motion."""
    field = static.copy()
    field[:, 0] += drive
    field[:, 2] -= demag * m[:, 2]
    torque = np.cross(m, field)
    return -(torque + alpha * np.cross(m, torque)) / (1 + alpha**2)


def response(fields, tilt_deg, w, demag, alpha):
    """Linear response m_x/b_x; the tilt is measured from the film plane."""
    psi = np.radians(tilt_deg)
    if tilt_deg in (0, 90):
        theta = np.full(len(fields), psi)
    else:
        theta = np.array([brentq(
            lambda t: b * np.sin(psi - t) - 0.5 * demag * np.sin(2 * t),
            0, psi, xtol=1e-14) for b in fields])
    zero = np.zeros(len(fields))
    m0 = np.stack([zero, np.cos(theta), np.sin(theta)], axis=1)
    static = np.stack([zero, fields * np.cos(psi), fields * np.sin(psi)],
                      axis=1)
    eps = 3e-4
    jac = np.zeros((len(fields), 3, 3))
    for k in range(3):
        step = np.zeros(3)
        step[k] = eps
        jac[:, :, k] = (llg_rate(m0 + step, 0, static, demag, alpha)
                        - llg_rate(m0 - step, 0, static, demag, alpha)
                        ) / (2 * eps)
    push = (llg_rate(m0, eps, static, demag, alpha)
            - llg_rate(m0, -eps, static, demag, alpha)) / (2 * eps)
    matrix = 1j * w * np.eye(3) - jac
    return np.linalg.solve(matrix, push[:, :, None].astype(complex))[:, 0, 0]


def simulated_width(tilt_deg, w, demag, alpha, low, high, half_span):
    """Peak-to-peak width and centre of the simulated derivative spectrum."""
    coarse = np.linspace(low, high, 3001)
    peak = coarse[np.argmax(-response(coarse, tilt_deg, w, demag,
                                      alpha).imag)]
    x = np.linspace(peak - half_span, peak + half_span, 4001)
    absorbed = -response(x, tilt_deg, w, demag, alpha).imag
    assert absorbed.min() > 0
    return extrema(x, np.gradient(absorbed, x))


def kittel_field(w, demag):
    return 0.5 * (-demag + np.sqrt(demag**2 + 4 * w**2))


# Inputs of the example
freq = 10e9
gamma_bar = 28e9
width_pp = 3e-3
demag = 1.0
w = freq / gamma_bar
alpha = np.sqrt(3) / 2 * gamma_bar * width_pp / freq
hwhm = alpha * w
b_res = kittel_field(w, demag)
assert abs(alpha - 0.0073) < 5e-5

# Two-pole form of the response against the vector equation of motion
grid = np.linspace(0.02, 0.4, 2001)
numeric = response(grid, 0, w, demag, alpha)
total = 2 * b_res + demag
two_pole = ((b_res + demag) / total / (grid - b_res + 1j * hwhm)
            + b_res / total / (grid + b_res + demag + 1j * hwhm))
pole_error = np.max(np.abs(numeric / two_pole - 1))
assert pole_error < 2e-5

# Width law for other frequencies, dampings and demagnetizing fields
worst = 0.0
for f_test, d_test, a_test in ((10e9, 0.0, 0.0073), (10e9, 1.0, 0.02),
                               (20e9, 1.0, 0.0073), (15e9, 1.8, 0.004)):
    w_test = f_test / gamma_bar
    b_test = kittel_field(w_test, d_test)
    got, centre = simulated_width(0, w_test, d_test, a_test, 0.5 * b_test,
                                  1.5 * b_test, 8 * a_test * w_test)
    worst = max(worst, abs(got / (2 * a_test * w_test / np.sqrt(3)) - 1))
    assert abs(centre - b_test) < 1e-5
assert worst < 2e-4

# The example itself, in plane and along the normal
width_back, centre_back = simulated_width(0, w, demag, alpha, 0.05, 0.3,
                                          8 * hwhm)
width_normal, centre_normal = simulated_width(90, w, demag, alpha, 1.1, 1.6,
                                              8 * hwhm)
assert abs(width_back / width_pp - 1) < 2e-4
assert abs(width_normal / width_pp - 1) < 2e-4
assert abs(centre_normal - (w + demag)) < 1e-5

# Field not parallel to the magnetization
width_5, _ = simulated_width(5, w, demag, alpha, 0.05, 0.3, 8 * hwhm)
width_80, _ = simulated_width(80, w, demag, alpha, 0.3, 1.2, 0.08)
assert width_80 > 2 * width_pp
assert abs(width_5 / width_pp - 1) < 0.05

# Pure Lorentzian line: full width at half maximum against peak-to-peak
x = np.linspace(-8 * hwhm, 8 * hwhm, 4001)


def lorentz(u, h):
    return h**2 / (u**2 + h**2)


fwhm = 2 * brentq(lambda u: lorentz(u, hwhm) - 0.5, 0, 5 * hwhm)
line_pp, _ = extrema(x, np.gradient(lorentz(x, hwhm), x))
assert abs(fwhm / line_pp - np.sqrt(3)) < 2e-4

# Inhomogeneous broadening: spread of local resonance fields
extra_pp = 0.3e-3
h_left = np.sqrt(3) / 2 * (width_pp - extra_pp)
h_extra = np.sqrt(3) / 2 * extra_pp
angles = (np.arange(400) + 0.5) * np.pi / 400 - np.pi / 2
spread = np.zeros_like(x)
for shift in h_extra * np.tan(angles):
    spread += lorentz(x - shift, h_left) / len(angles)
spread_pp, _ = extrema(x, np.gradient(spread, x))
assert abs(spread_pp / width_pp - 1) < 2e-4
alpha_lorentz = h_left / w


def voigt_pp(h):
    profile = voigt_profile(x, extra_pp / 2, h)
    return extrema(x, np.gradient(profile, x))[0]


h_gauss = brentq(lambda h: voigt_pp(h) - width_pp, 0.7 * hwhm, 1.1 * hwhm)
alpha_gauss = h_gauss / w
assert alpha_lorentz < alpha_gauss < alpha


# Finite field modulation: first-harmonic lock-in signal
def modulated_pp(amplitude):
    phases = 2 * np.pi * np.arange(64) / 64
    signal = sum(lorentz(x + amplitude * np.cos(p), hwhm) * np.cos(p)
                 for p in phases)
    return extrema(x, signal)[0]


small_mod = 0.1e-3
growth_small = modulated_pp(small_mod) / width_pp - 1
assert abs(growth_small / (small_mod / width_pp)**2 - 1) < 0.05
modulation = 0.5e-3
growth_mod = modulated_pp(modulation) / width_pp - 1

# Dispersion mixed into the absorption signal
phase_deg = 10
mixed = -(np.exp(1j * np.radians(phase_deg)) / (x + 1j * hwhm)).imag
growth_phase = extrema(x, np.gradient(mixed, x))[0] / width_pp - 1
assert abs(growth_phase) < 0.02

# g-factor, reading error and precession angle
mu_b = const.physical_constants["Bohr magneton"][0]
g_used = const.h * gamma_bar / mu_b
g_other = 2.1
gamma_other = g_other * mu_b / const.h
alpha_other = np.sqrt(3) / 2 * gamma_other * width_pp / freq
reading = 0.1e-3
alpha_step = np.sqrt(3) / 2 * gamma_bar * reading / freq
drive = 0.01e-3
cone_deg = np.degrees(drive * np.max(np.abs(numeric)))
assert cone_deg < 1

print(f"frequency f = {freq / 1e9:.0f} GHz")
print(f"gamma/2pi = {gamma_bar / 1e9:.0f} GHz/T")
print(f"peak-to-peak width = {width_pp * 1e3:.1f} mT")
print(f"model demagnetizing field = {demag:.1f} T")
print(f"f/(gamma/2pi) = {w * 1e3:.2f} mT")
print(f"in-plane resonance field = {b_res * 1e3:.1f} mT")
print(f"half width at half maximum = {hwhm * 1e3:.3f} mT")
print(f"full width at half maximum = {fwhm * 1e3:.3f} mT")
print(f"damping alpha = {alpha:.6f} (dimensionless)")
print(f"alpha if 3 mT were the full width = {width_pp / (2 * w):.4f}")
print(f"alpha if 3 mT were the half width = {width_pp / w:.4f}")
print(f"simulated width, field in plane = {width_back * 1e3:.4f} mT")
print(f"simulated centre, field in plane = {centre_back * 1e3:.2f} mT")
print(f"simulated width, field normal = {width_normal * 1e3:.4f} mT")
print(f"simulated centre, field normal = {centre_normal * 1e3:.1f} mT")
print(f"largest relative error of two-pole form = {pole_error:.1e}")
print(f"largest relative error of width law = {worst:.1e}")
print("Neglected effects, sized for this example:")
print(f"inhomogeneous peak-to-peak width tried = {extra_pp * 1e3:.1f} mT")
print(f"  alpha if that spread is Lorentzian = {alpha_lorentz:.5f}")
print(f"  alpha if that spread is Gaussian = {alpha_gauss:.5f}")
print(f"modulation amplitude tried = {modulation * 1e3:.1f} mT")
print(f"  growth of width = {100 * growth_mod:.2f} %")
print(f"dispersion phase tried = {phase_deg} degrees")
print(f"  change of width = {100 * growth_phase:.2f} %")
print(f"width, field 5 degrees out of plane = {width_5 * 1e3:.3f} mT")
print(f"width, field 80 degrees out of plane = {width_80 * 1e3:.2f} mT")
print(f"g-factor implied by gamma/2pi = {g_used:.4f}")
print(f"gamma/2pi for g = {g_other:.1f}: {gamma_other / 1e9:.2f} GHz/T")
print(f"  alpha for that g-factor = {alpha_other:.5f}")
print(f"width reading error tried = {reading * 1e3:.1f} mT")
print(f"  resulting change of alpha = {alpha_step:.5f}")
print(f"microwave field amplitude tried = {drive * 1e3:.2f} mT")
print(f"  in-plane precession angle = {cone_deg:.2f} degrees")
print("no test failed")
```

It prints:

```
frequency f = 10 GHz
gamma/2pi = 28 GHz/T
peak-to-peak width = 3.0 mT
model demagnetizing field = 1.0 T
f/(gamma/2pi) = 357.14 mT
in-plane resonance field = 114.5 mT
half width at half maximum = 2.598 mT
full width at half maximum = 5.196 mT
damping alpha = 0.007275 (dimensionless)
alpha if 3 mT were the full width = 0.0042
alpha if 3 mT were the half width = 0.0084
simulated width, field in plane = 3.0001 mT
simulated centre, field in plane = 114.45 mT
simulated width, field normal = 3.0001 mT
simulated centre, field normal = 1357.1 mT
largest relative error of two-pole form = 1.5e-14
largest relative error of width law = 2.6e-05
Neglected effects, sized for this example:
inhomogeneous peak-to-peak width tried = 0.3 mT
  alpha if that spread is Lorentzian = 0.00655
  alpha if that spread is Gaussian = 0.00720
modulation amplitude tried = 0.5 mT
  growth of width = 2.76 %
dispersion phase tried = 10 degrees
  change of width = 0.46 %
width, field 5 degrees out of plane = 3.012 mT
width, field 80 degrees out of plane = 15.85 mT
g-factor implied by gamma/2pi = 2.0005
gamma/2pi for g = 2.1: 29.39 GHz/T
  alpha for that g-factor = 0.00764
width reading error tried = 0.1 mT
  resulting change of alpha = 0.00024
microwave field amplitude tried = 0.01 mT
  in-plane precession angle = 0.20 degrees
no test failed
```
